# Macroscopic dielectric function from the inverse matrix, and Clausius-Mossotti: a numerical check

```python
"""
Result under test (Hartree atomic units, Gaussian electrostatics, RPA):
  eps_M = lim q->0 of 1 / [eps^-1(q)]_00,  eps_GG' = delta_GG' - v(q+G) chi0_GG',
and, for a cubic lattice of localized isotropic oscillators,
  (eps_M - 1)/(eps_M + 2) = 4 pi alpha / (3 Omega).
Symbols: v(K) = 4 pi/K^2; chi0 = independent-particle density response;
Omega = cell volume; alpha0 = bare site polarizability entering chi0;
alpha = polarizability of the isolated site including its own induced field;
w0 = well frequency; x0 = sqrt(1/(2 w0)) = ground-state width;
s = self-field coefficient, 1/alpha = 1/alpha0 + s. Each well holds 2 electrons.
"""
import itertools
from math import factorial
import numpy as np
from scipy.linalg import solve_sylvester
from scipy.constants import physical_constants

pi = np.pi
HARTREE_EV = physical_constants["Hartree energy in eV"][0]


# ---------- one-dimensional crystals in a supercell of plane waves ----------
def crystal(a, cells, jmax, fourier):
    """Hamiltonian in plane waves exp(2 pi i j x/L), L = cells*a."""
    j = np.arange(-jmax, jmax + 1)
    diff = j[:, None] - j[None, :]
    ham = np.where(diff % cells == 0, fourier(diff // cells), 0).astype(complex)
    ham += np.diag(0.5 * (2 * pi * j / (cells * a)) ** 2)
    return j, diff, ham


def adler_wiser(j, ham, cells, volume, g_list, omega):
    """Sum over Bloch states; one doubly occupied band; q = 2 pi/L."""
    blocks = [np.flatnonzero(j % cells == m) for m in range(cells)]
    eig = [np.linalg.eigh(ham[np.ix_(b, b)]) for b in blocks]
    chi = np.zeros((len(g_list), len(g_list)), complex)
    for m in range(cells):
        p = (m + 1) % cells
        (e1, c1), (e2, c2) = eig[m], eig[p]
        f1 = (np.arange(len(e1)) == 0).astype(float)
        f2 = (np.arange(len(e2)) == 0).astype(float)
        df = f1[:, None] - f2[None, :]
        den = np.where(df == 0, 1.0, e1[:, None] - e2[None, :] + omega)
        elements = []
        for g in g_list:
            wave = np.eye(len(j), k=1 + cells * g)   # exp(-i(q+G)x)
            elements.append(c1.conj().T @ wave[np.ix_(blocks[m], blocks[p])] @ c2)
        elements = np.array(elements)
        chi += 2 / volume * np.einsum("nm,gnm,hnm->gh", df / den,
                                      elements, elements.conj())
    return chi


a1, cells, jmax, area, gmax = 6.0, 6, 30, 30.0, 3
length = a1 * cells
volume1 = length * area
j, diff, ham = crystal(a1, cells, jmax, lambda g: 0.15 * (abs(g) == 1)
                       + 0.05j * ((g == 2) * 1.0 - (g == -2) * 1.0))
g_list = list(range(-gmax, gmax + 1))
shifts = [1 + cells * g for g in g_list]

# Adler-Wiser sum against the linearized Liouville equation, complex frequency
levels, orbitals = np.linalg.eigh(ham)
rho0 = orbitals[:, :cells] @ orbitals[:, :cells].conj().T
omega_c = 0.1 + 0.05j
chi_c = adler_wiser(j, ham, cells, volume1, g_list, omega_c)
column = g_list.index(1)
wave = np.eye(len(j), k=-shifts[column]).astype(complex)
drho = solve_sylvester(ham - omega_c * np.eye(len(j)), -ham,
                       -(wave @ rho0 - rho0 @ wave))
direct = np.array([2 * np.trace(drho, offset=-s) / volume1 for s in shifts])
err_liouville = abs(direct - chi_c[:, column]).max() / abs(direct).max()
assert err_liouville < 1e-8

# Inverse dielectric matrix against self-consistent Hartree finite differences
smax = cells * gmax + 1
s_all = np.arange(-smax, smax + 1)
coul = np.where(s_all == 0, 0.0,
                4 * pi / (2 * pi * np.where(s_all == 0, 1, s_all) / length) ** 2)


def density(h):
    c = np.linalg.eigh(h)[1][:, :cells]
    p = c @ c.conj().T
    return np.array([2 * np.trace(p, offset=-s) / volume1 for s in s_all])


def screened_potential(strength):
    ext = strength * (abs(s_all) == 1).astype(complex)
    tot = ext.copy()
    for _ in range(90):
        full = np.zeros(4 * jmax + 1, complex)
        full[2 * jmax - smax:2 * jmax + smax + 1] = tot
        induced = coul * (density(ham + full[diff + 2 * jmax]) - n_ref)
        tot = tot + 0.4 * (ext + induced - tot)
    return tot


n_ref = density(ham)
lam = 1e-4
response = (screened_potential(lam) - screened_potential(-lam)) / (2 * lam)
response = response[[s + smax for s in shifts]]
chi_s = adler_wiser(j, ham, cells, volume1, g_list, 0.0)
v1 = 4 * pi / (2 * pi * np.array(shifts) / length) ** 2
eps1 = np.eye(len(g_list)) - v1[:, None] * chi_s
inv1 = np.linalg.inv(eps1)
h1 = g_list.index(0)
err_column = abs(response - inv1[:, h1]).max()
assert err_column < 1e-5
eps1_head, eps1_macro = eps1[h1, h1].real, (1 / inv1[h1, h1]).real
eps1_scf = (1 / response[h1]).real
assert eps1_macro < eps1_head - 1e-4
rest = [i for i in range(len(g_list)) if i != h1]
schur = eps1[h1, h1] - eps1[h1, rest] @ np.linalg.solve(
    eps1[np.ix_(rest, rest)], eps1[rest, h1])
assert abs(schur - 1 / response[h1]) < 1e-4

# Deep wells: Bloch sum against transitions on one site
aw, cw, w_deep, om_deep = 12.0, 3, 0.5, 0.1
jw, _, hw = crystal(aw, cw, 60, lambda g: 0.5 * w_deep ** 2 * aw ** 2 * np.where(
    g == 0, 1 / 12, np.cos(pi * g) / (2 * pi ** 2 * np.maximum(g * g, 1))))
chi_bloch = adler_wiser(jw, hw, cw, aw * cw * area, [-1, 0, 1], om_deep)
kw = 2 * pi * (1 + cw * np.array([-1, 0, 1])) / (aw * cw)
xw = np.sqrt(1 / (2 * w_deep))
chi_site = np.zeros((3, 3), complex)
for n in range(1, 10):
    r = (-1j * kw * xw) ** n / np.sqrt(factorial(n)) * np.exp(-(kw * xw) ** 2 / 2)
    chi_site += (4 * n * w_deep / (om_deep ** 2 - (n * w_deep) ** 2)
                 * np.outer(r, r.conj()) / (aw * area))
err_flat = abs(chi_bloch - chi_site).max() / abs(chi_site).max()
assert err_flat < 1e-4

# ---------- three-dimensional lattice of localized oscillators ----------
w0, a_fcc = 0.125, 18.0
x0 = np.sqrt(1 / (2 * w0))
FCC = 0.5 * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
BCC = 0.5 * np.array([[-1, 1, 1], [1, -1, 1], [1, 1, -1]])
Z = np.array([0.0, 0.0, 1.0])
X = np.array([1.0, 0.0, 0.0])
TILT = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
Q = 1e-6


def lattice_points(vectors, radius):
    """Points of the lattice spanned by the rows, inside a sphere."""
    dual = np.linalg.inv(vectors).T
    n = int(np.ceil(radius * np.linalg.norm(dual, axis=1).max())) + 1
    r = np.arange(-n, n + 1)
    pts = np.array(np.meshgrid(r, r, r, indexing="ij")).reshape(3, -1).T @ vectors
    return pts[np.linalg.norm(pts, axis=1) <= radius]


def wavevectors(cell, qdir, kmax):
    g = lattice_points(2 * pi * np.linalg.inv(cell).T, kmax)
    return g + Q * qdir, int(np.argmin(np.linalg.norm(g, axis=1)))


def dipole_vectors(cell, qdir):
    k, head = wavevectors(cell, qdir, 3.0)
    norm = np.linalg.norm(k, axis=1)
    return k / norm[:, None] * np.exp(-(norm * x0) ** 2 / 2)[:, None], head


def macro_matrix(cell, qdir, alpha_bare):
    """Builds the symmetrized matrix, inverts it; returns eps_M and eps_00."""
    u, head = dipole_vectors(cell, qdir)
    eps = np.eye(len(u)) + 4 * pi * alpha_bare / abs(np.linalg.det(cell)) * u @ u.T
    unit = np.zeros(len(u))
    unit[head] = 1
    return 1 / np.linalg.solve(eps, unit)[head], eps[head, head]


def clausius_mossotti(alpha_site, vol):
    y = 4 * pi * alpha_site / (3 * vol)
    return (1 + 2 * y) / (1 - y)


def overlap(cell):
    r = np.linalg.norm(lattice_points(cell, 60.0), axis=1)
    return np.exp(-r[r > 1e-6] ** 2 / (4 * x0 ** 2)).sum()


cell = a_fcc * FCC
vol = abs(np.linalg.det(cell))
alpha0 = 2 / w0 ** 2
s_self = 1 / (6 * np.sqrt(pi) * x0 ** 3)
alpha = 1 / (1 / alpha0 + s_self)
eps_cm = clausius_mossotti(alpha, vol)
results = {}
for name, c in (("fcc", cell), ("bcc", (2 * vol) ** (1 / 3) * BCC),
                ("sc", vol ** (1 / 3) * np.eye(3))):
    sigma = overlap(c)
    closed = clausius_mossotti(1 / (1 / alpha0 + s_self * (1 + sigma)), vol)
    for direction in (Z, TILT):
        value, head_value = macro_matrix(c, direction, alpha0)
        assert abs(value - closed) < 1e-7
    results[name] = (value, sigma)
    assert abs(value - eps_cm) < 5e-3
eps_fcc = results["fcc"][0]
eps_00 = macro_matrix(cell, Z, alpha0)[1]
assert abs(clausius_mossotti(alpha0, vol) - eps_fcc) > 0.5

# Non-cubic counterexample with the same volume per site
ratio = 1.2
edge = (vol / ratio) ** (1 / 3)
tetra = np.diag([edge, edge, ratio * edge])
eps_tx = macro_matrix(tetra, X, alpha0)[0]
eps_tz = macro_matrix(tetra, Z, alpha0)[0]
assert abs(eps_tx - eps_tz) > 0.01

# Modes of the lattice and the dynamic dielectric function
u, _ = dipole_vectors(cell, TILT)
S = 4 * pi / vol * u.T @ u
modes2 = np.linalg.eigvalsh(w0 ** 2 * np.eye(3) + 2 * S)
sigma = results["fcc"][1]
wa2 = w0 ** 2 + 2 * s_self
wt2, wl2 = wa2 - 8 * pi / (3 * vol), wa2 + 16 * pi / (3 * vol)
shift = 2 * s_self * sigma
assert np.allclose(modes2, np.array([wt2, wt2, wl2]) + shift, atol=1e-9)
lorentz = (s_self * (1 + sigma) - np.linalg.eigvalsh(S)[0]) * vol / (4 * pi)
assert abs(lorentz - 1 / 3) < 1e-7
om = 0.1
eps_dyn = macro_matrix(cell, Z, 2 / (w0 ** 2 - om ** 2))[0]
assert abs(eps_dyn - (wl2 + shift - om ** 2) / (wt2 + shift - om ** 2)) < 1e-6
eps_dyn_cm = (wl2 - om ** 2) / (wt2 - om ** 2)

# ---------- all site transitions up to three quanta, static ----------
states = [n for n in itertools.product(range(4), repeat=3) if 1 <= sum(n) <= 3]
inv_d = np.diag([-sum(n) * w0 / 4 for n in states])
iz = states.index((0, 0, 1))


def transition_densities(k):
    gauss = np.exp(-(k ** 2).sum(axis=1) * x0 ** 2 / 2)
    cols = []
    for n in states:
        t = gauss.astype(complex)
        for axis in range(3):
            t = t * (-1j * k[:, axis] * x0) ** n[axis] / np.sqrt(factorial(n[axis]))
        cols.append(t)
    return np.array(cols).T


# isolated site: Coulomb coupling by quadrature over continuous wavevectors
kr, wr = np.polynomial.legendre.leggauss(80)
kr, wr = (kr + 1) * 4 / x0, wr * 4 / x0
ct, wc = np.polynomial.legendre.leggauss(12)
ph = 2 * pi * np.arange(16) / 16
KR, CT, PH = np.meshgrid(kr, ct, ph, indexing="ij")
ST = np.sqrt(1 - CT ** 2)
kq = np.array([KR * ST * np.cos(PH), KR * ST * np.sin(PH), KR * CT]).reshape(3, -1).T
wq = (wr[:, None, None] * wc[None, :, None] * np.full(16, 2 * pi / 16)).ravel()
rq = transition_densities(kq)
w_site = rq.conj().T @ (wq[:, None] * rq) / (2 * pi ** 2)
s_quad = w_site[iz, iz].real / x0 ** 2
assert abs(s_quad / s_self - 1) < 1e-9
alpha_full = -x0 ** 2 * np.linalg.inv(inv_d - w_site)[iz, iz].real


def macro_full(a):
    c = a * FCC
    v_cell = abs(np.linalg.det(c))
    k, head = wavevectors(c, Z, 3.5)
    r = transition_densities(k)
    vk = 4 * pi / (k ** 2).sum(axis=1)
    w = r.conj().T @ (vk[:, None] * r) / v_cell
    chi = r[head] @ np.linalg.solve(inv_d - w, r[head].conj()) / v_cell
    e = 1 / (1 + vk[head] * chi).real
    alpha_eff = 3 * v_cell / (4 * pi) * (e - 1) / (e + 2)
    return e, alpha_eff / alpha_full - 1


eps_full, dev18 = macro_full(a_fcc)
_, dev28 = macro_full(28.0)
_, dev36 = macro_full(36.0)
power = np.log(dev28 / dev36) / np.log(36 / 28)
assert abs(dev18) < 0.02 and abs(dev28) < 3e-5
assert abs(power - 10) < 0.2

# ---------- output ----------
print("ONE-DIMENSIONAL TEST CRYSTAL")
print(f"lattice constant {a1:.1f} bohr, area per chain {area:.1f} bohr^2")
print(f"wavevector q = {2*pi/length:.5f} 1/bohr")
print(f"Adler-Wiser vs Liouville, relative error: {err_liouville:.1e}")
print(f"inverse-matrix column vs Hartree, error: {err_column:.1e}")
print(f"eps_00(q) = {eps1_head:.5f}")
print(f"1/[eps^-1]_00(q) = {eps1_macro:.5f}")
print(f"eps_M(q) from self-consistent Hartree = {eps1_scf:.5f}")
print(f"Bloch sum vs site transitions, relative error: {err_flat:.1e}")
print("OSCILLATOR LATTICE (fcc)")
print(f"w0 = {w0:.4f} hartree, x0 = {x0:.4f} bohr")
print(f"a = {a_fcc:.1f} bohr, Omega = {vol:.1f} bohr^3")
print(f"bare alpha0 = {alpha0:.3f} bohr^3")
print(f"self-field s = {s_self:.6f} 1/bohr^3")
print(f"site alpha = {alpha:.4f} bohr^3")
print(f"4 pi alpha/(3 Omega) = {4*pi*alpha/(3*vol):.5f}")
print(f"Lorentz factor from lattice sum = {lorentz:.6f}")
print(f"eps_00, no local fields = {eps_00:.5f}")
print(f"eps_M, Clausius-Mossotti with alpha = {eps_cm:.5f}")
print(f"Clausius-Mossotti with bare alpha0 = {clausius_mossotti(alpha0, vol):.5f}")
print(f"1 + 4 pi alpha/Omega, no Lorentz field = {1+4*pi*alpha/vol:.5f}")
for name, (value, sig) in results.items():
    print(f"eps_M by matrix inversion, {name}: {value:.5f}, overlap {sig:.2e}")
print(f"tetragonal c/a = {ratio:.1f}: eps_M along x = {eps_tx:.5f}")
print(f"tetragonal c/a = {ratio:.1f}: eps_M along z = {eps_tz:.5f}")
print("FREQUENCIES (overlap neglected)")
for name, w2 in (("isolated site", wa2), ("transverse", wt2), ("longitudinal", wl2)):
    print(f"{name}: {np.sqrt(w2):.5f} hartree = {np.sqrt(w2)*HARTREE_EV:.3f} eV")
print(f"eps_M at {om:.2f} hartree, matrix = {eps_dyn:.5f}")
print(f"eps_M at {om:.2f} hartree, closed formula = {eps_dyn_cm:.5f}")
print("ALL TRANSITIONS UP TO THREE QUANTA")
print(f"number of site transitions = {len(states)}")
print(f"site alpha = {alpha_full:.4f} bohr^3")
print(f"eps_M by inversion, a = {a_fcc:.0f} bohr: {eps_full:.5f}")
print(f"Clausius-Mossotti with this alpha: {clausius_mossotti(alpha_full, vol):.5f}")
print(f"relative deviation of alpha, a = 18 bohr: {dev18:.2e}")
print(f"relative deviation of alpha, a = 28 bohr: {dev28:.2e}")
print(f"relative deviation of alpha, a = 36 bohr: {dev36:.2e}")
print(f"decay power between 28 and 36 bohr = {power:.3f}")
print("done: every assertion held")
```

Running it gives:

```
ONE-DIMENSIONAL TEST CRYSTAL
lattice constant 6.0 bohr, area per chain 30.0 bohr^2
wavevector q = 0.17453 1/bohr
Adler-Wiser vs Liouville, relative error: 7.3e-15
inverse-matrix column vs Hartree, error: 7.6e-09
eps_00(q) = 2.02941
1/[eps^-1]_00(q) = 1.80349
eps_M(q) from self-consistent Hartree = 1.80349
Bloch sum vs site transitions, relative error: 6.3e-08
OSCILLATOR LATTICE (fcc)
w0 = 0.1250 hartree, x0 = 2.0000 bohr
a = 18.0 bohr, Omega = 1458.0 bohr^3
bare alpha0 = 128.000 bohr^3
self-field s = 0.011754 1/bohr^3
site alpha = 51.1079 bohr^3
4 pi alpha/(3 Omega) = 0.14683
Lorentz factor from lattice sum = 0.333333
eps_00, no local fields = 2.10322
eps_M, Clausius-Mossotti with alpha = 1.51630
Clausius-Mossotti with bare alpha0 = 2.74488
1 + 4 pi alpha/Omega, no Lorentz field = 1.44049
eps_M by matrix inversion, fcc: 1.51613, overlap 4.81e-04
eps_M by matrix inversion, bcc: 1.51609, overlap 5.77e-04
eps_M by matrix inversion, sc: 1.51560, overlap 1.94e-03
tetragonal c/a = 1.2: eps_M along x = 1.53923
tetragonal c/a = 1.2: eps_M along z = 1.47279
FREQUENCIES (overlap neglected)
isolated site: 0.19782 hartree = 5.383 eV
transverse: 0.18272 hartree = 4.972 eV
longitudinal: 0.22500 hartree = 6.123 eV
eps_M at 0.10 hartree, matrix = 1.73671
eps_M at 0.10 hartree, closed formula = 1.73707
ALL TRANSITIONS UP TO THREE QUANTA
number of site transitions = 19
site alpha = 54.2002 bohr^3
eps_M by inversion, a = 18 bohr: 1.55292
Clausius-Mossotti with this alpha: 1.55331
relative deviation of alpha, a = 18 bohr: -5.83e-04
relative deviation of alpha, a = 28 bohr: 1.61e-06
relative deviation of alpha, a = 36 bohr: 1.31e-07
decay power between 28 and 36 bohr = 9.996
done: every assertion held
```
